\section*{Phonon Suppression Function of a Weakly Absorbing Transient Thermal Grating, part 2}

Two crossed laser pulses heat a sample in parallel stripes of period $L=2\pi/q$, and the conductivity is inferred from their fading. The coordinate across the stripes is $y$, and $z$ is the depth. Periodic quantities are amplitudes times $e^{iqy}$; physical fields are real parts. Units are SI.

Most of the heat sits in a diffusive reservoir with mean free paths much shorter than $1/q$. A gray group, with one speed $v$ and one lifetime $\tau$, scatters off it. Heat capacities $C_R$, $C_B$ are per volume; $k_R$, $k_B$ are bulk conductivities. The cosine of the angle between flight direction and $y$ axis is $\mu$, and $\langle f\rangle=\frac12\int_{-1}^{1}f\,d\mu$. The group's energy density is $C_B\langle\varphi\rangle$ and its flux is $J_B=C_Bv\langle\mu\varphi\rangle$. The model equations are
\begin{equation}
\frac{\partial\varphi}{\partial t}+iqv\mu\,\varphi=\frac{T-\varphi}{\tau}.
\label{group}
\end{equation}
\begin{equation}
C_R\frac{dT}{dt}=-k_Rq^2T-\frac{C_B}{\tau}\bigl(T-\langle\varphi\rangle\bigr).
\label{reservoir}
\end{equation}

For $\gamma\tau\ll1$ and $C_B\ll C_R$, the grating decays as $e^{-\gamma t}$ with
\begin{equation}
\gamma\simeq\frac{q^2\,[k_R+k_BA(x)]}{C_R}.
\label{simple}
\end{equation}
Here $A$ is the ratio of the group's flux to its Fourier flux, $J_B=-iqk_BA\,T$. It falls with $x$ because phonons arriving from many hot and cold stripes average out the temperature contrast. For small $x$,
\begin{equation}
A=\frac{3}{x^2}\left[\frac{x^2}{3}-\frac{x^4}{5}+\frac{x^6}{7}-\cdots\right]
=1-\frac{3x^2}{5}+\frac{3x^4}{7}-\cdots .
\label{small}
\end{equation}

These results assume heating uniform in depth. For an absorption profile $e^{-z/\delta}$ with $\Lambda<\delta$, the group's loss term away from the surface becomes $(q^2-1/\delta^2)k_BA(X)$, with $X^2=x^2-\Lambda^2/\delta^2$, and the reservoir's $k_Rq^2$ changes by the same prefactor. The surface is insulating and specular, and heat also flows inward from the hotter surface region.

\section{Finite decay rate, a wholly gray medium, and an example}

The symbols remain as follows. The reservoir has $C_R$, $k_R$ and temperature amplitude $T$; the gray group has $C_B$, $v$, $\tau$, $\Lambda=v\tau$, $k_B=C_Bv\Lambda/3$ and directional temperature $\varphi(\mu,t)$. The grating has wavevector $q$, and $x=q\Lambda$. Angle brackets average over $\mu$, and $a(x)=\arctan(x)/x$. The equations of motion are \eqref{group} and \eqref{reservoir}. For slow decay they gave $\gamma\simeq q^2(k_R+k_BA)/C_R$ with $A=3(1-a)/x^2$. I also use the identity $C_B/\tau=3k_Bq^2/x^2$ and the ratio $r=C_B/C_R$.

\textit{Q.} You assumed slow decay and then computed the decay rate. What guarantees that the answer is slow?

\textit{A.} Solve for an exponential without that assumption. Let $T$ and $\varphi$ vary as $e^{-\gamma t}$, and set $s=\gamma\tau$. Equation \eqref{group} becomes
\begin{equation}
(1-s+i\mu x)\varphi=T .
\end{equation}
For real $s<1$ the average is found as in the slow limit, with $1-s$ in place of one:
\begin{equation}
\frac{\langle\varphi\rangle}{T}=\int_0^1\frac{(1-s)\,d\mu}{(1-s)^2+\mu^2x^2}
=\frac1x\arctan\frac{x}{1-s}\equiv G(s).
\end{equation}
Put this into \eqref{reservoir} and multiply by $-\tau/(C_RT)$. The diffusion term is $k_Rq^2\tau/C_R=r\,k_Rx^2/(3k_B)$ by the identity above. Therefore
\begin{equation}
s=\frac{r k_Rx^2}{3k_B}+r\,[1-G(s)].
\label{dispersion}
\end{equation}
The last term lies below $r$, so a group holding little of the heat cannot make the decay fast. The first term must be small as well, which limits $q$ through the reservoir's own diffusion. Thus $r\ll1$ and $rk_Rx^2/(3k_B)\ll1$ ensure $s\ll1$.

\textit{Q.} Equation \eqref{dispersion} might have several solutions, some of them complex. Which one does the experiment see?

\textit{A.} As $s$ rises from 0 to 1, the left side increases and the right side decreases. At $s=0$ the right side is larger. There is one real root in this interval if the right side has fallen below one at $s\to1$, that is, if
\begin{equation}
\frac{r k_Rx^2}{3k_B}+r\left(1-\frac{\pi}{2x}\right)<1 .
\end{equation}
For a complex root $s=s_1+is_2$ with $s_1<1$ and $s_2>0$, the imaginary part of the condition would read
\begin{equation}
s_2+\frac{r}{4x}\ln\frac{(1-s_1)^2+(s_2+x)^2}{(1-s_1)^2+(s_2-x)^2}=0 .
\end{equation}
The logarithm comes from averaging $(s_2-\mu x)/[(1-s_1)^2+(s_2-\mu x)^2]$ over $\mu$. Both terms are positive, so no such root exists; $s_2<0$ follows by complex conjugation. The real root is the only exponential mode slower than the scattering rate $1/\tau$, and it governs late times.

\textit{Q.} How wrong is the simple law when $r$ is small but finite?

\textit{A.} Differentiate $G$:
\begin{equation}
G'(s)=\frac1x\,\frac{x/(1-s)^2}{1+x^2/(1-s)^2}
=\frac{1}{(1-s)^2+x^2}.
\label{Gprime}
\end{equation}
Thus $G(s)=a(x)+s/(1+x^2)+O(s^2)$. Insert this into \eqref{dispersion}, move the term linear in $s$ to the left, and use $1-a=x^2A/3$:
\begin{equation}
s\left[1+\frac{r}{1+x^2}\right]\simeq\frac{rx^2}{3k_B}\,(k_R+k_BA).
\end{equation}
Multiplication by $C_R/\tau$ turns the prefactor on the right into $C_Bx^2/(3k_B\tau)=q^2$, so
\begin{equation}
\gamma\simeq\frac{q^2(k_R+k_BA)}{C_R+C_B/(1+x^2)} .
\label{better}
\end{equation}
The simple law overestimates $\gamma$ by a relative amount of about $r/(1+x^2)$. The neglected term is of order $rs^2$, which is of order $rs$ relative to $s$. At fixed $x$ and $k_R/k_B$, $s$ is proportional to $r$ in leading order, so the relative error of \eqref{better} is of order $r^2$.

\textit{Q.} The group stores $C_Ba(x)T$, by your own average. Why does $C_B/(1+x^2)$ appear as its heat capacity?

\textit{A.} The flux is changed too. The averaged group equation gives
\begin{equation}
\frac{iqJ_B}{T}=\frac{C_B}{\tau}(1-G)+\gamma C_BG
\simeq q^2k_BA+\gamma C_B\left[a-\frac1{1+x^2}\right].
\end{equation}
The second form uses the expansion of $G$ to first order in $s$. The bracket is positive for $x>0$, because $a=\int_0^1d\mu/(1+\mu^2x^2)$ and the integrand is at least $1/(1+x^2)$. Phonons arriving now were emitted when the grating was hotter, so they carry more than the quasi-static flux. In the energy balance, this excess cancels part of the stored term $\gamma C_Ba$ and leaves $\gamma C_B/(1+x^2)$.

\textit{Q.} Right after the pulse the group cannot yet have the angular form of the slow mode. Does the start spoil the fit?

\textit{A.} Suppose that the pulse leaves everything thermalized: $\varphi=T=T_0$ at $t=0$. Define $\psi=1/(1-s+i\mu x)$, with $s$ the root of \eqref{dispersion}, and consider
\begin{equation}
W=C_RT+C_B\langle\psi\varphi\rangle .
\end{equation}
From \eqref{group} and $(1+i\mu x)\psi=1+s\psi$,
\begin{equation}
C_B\frac{d}{dt}\langle\psi\varphi\rangle
=\frac{C_B}{\tau}\bigl[GT-\langle\varphi\rangle-s\langle\psi\varphi\rangle\bigr].
\end{equation}
Adding \eqref{reservoir} cancels $\langle\varphi\rangle$. The terms in $T$ sum to $-[k_Rq^2+(C_B/\tau)(1-G)]T$, which is $-\gamma C_RT$ by \eqref{dispersion}. Hence $dW/dt=-\gamma W$ for any initial state.

Components that die faster than $e^{-\gamma t}$ cannot contribute to $W$. Let the slow mode have initial temperature amplitude $BT_0$. Its $\varphi$ is $BT_0\psi$, so its share of $W$ is $BT_0(C_R+C_B\langle\psi^2\rangle)$. Because $d\psi/ds=\psi^2$, we have $\langle\psi^2\rangle=G'(s)$. The thermalized start has $W=T_0(C_R+C_BG)$. Equating the two gives
\begin{equation}
B=\frac{1+rG(s)}{1+r/[(1-s)^2+x^2]} .
\label{amplitude}
\end{equation}
To first order in $r$, $B-1=r[a-1/(1+x^2)]$, which is positive and less than $r$. The fitted exponential starts slightly above $T_0$ for two reasons. The group carries no flux at first. It also starts with $\langle\varphi\rangle=T$ rather than $GT$, so the exchange term in \eqref{reservoir} vanishes and the initial decay comes from the reservoir's diffusion alone. To first order in $r$ the two share $B-1$ equally: the parts of $1-\psi$ odd and even in $\mu$ each contribute $r\int_0^1\mu^2x^2\,d\mu/(1+\mu^2x^2)^2$. The difference fades on the scale of $\tau$.

\textit{Q.} A real phonon spectrum has many mean free paths. Is one gray group of any use there?

\textit{A.} Let several groups $i$ exchange energy with the same reservoir. Each obeys its own copy of \eqref{group}, and their exchange terms add in \eqref{reservoir}. In the slow limit each term is $q^2k_iA(q\Lambda_i)T$, so
\begin{equation}
k_{\rm eff}=k_R+\sum_i k_iA(q\Lambda_i).
\end{equation}
This holds when the total heat capacity of the groups is small compared with $C_R$ and $\gamma\tau_i\ll1$ for each. The word gray thus describes a slice of the spectrum.

\textit{Q.} Then let the slice be the whole spectrum. Surely the same function holds for a medium that is entirely gray?

\textit{A.} It does not. Set $C_R=k_R=0$. Equation \eqref{reservoir} then requires $T=\langle\varphi\rangle$: the group relaxes towards its own mean. For an exponential mode this means $G(s)=1$, or
\begin{equation}
\arctan\frac{x}{1-s}=x
\quad\Longrightarrow\quad
\gamma\tau=1-x\cot x,\qquad 0<x<\frac{\pi}{2}.
\label{gray}
\end{equation}
The effective conductivity is $k_{\rm eff}=\gamma C_B/q^2$. With $C_B/(\tau q^2)=3k_B/x^2$ and $x\cot x=1-x^2/3-x^4/45-\cdots$,
\begin{equation}
\frac{k_{\rm eff}}{k_B}=\frac{3(1-x\cot x)}{x^2}
=1+\frac{x^2}{15}+\cdots .
\end{equation}
This value, taken from the late-time rate, rises with $x$, whereas $A$ falls. At $x=1$ the gray medium has $k_{\rm eff}/k_B=1.074$, while $A=0.644$. At $x=1.4$ the values are $1.161$ and $0.491$. Other measures of the fading behave differently. Integrate \eqref{group} over time from a start $\varphi=T_0$, with $T=\langle\varphi\rangle$. The area under the decay is then $\tau T_0\,a/(1-a)$, and equating it to the Fourier area $T_0C_B/(k_{\rm eff}q^2)$ gives $k_{\rm eff}/k_B=A/a$. This falls with $x$, to $0.82$ at $x=1$ and $0.72$ at $x=1.4$, and it too differs from $A$.

\textit{Q.} The flux formula still contains the averaging over stripes. What has overcome it?

\textit{A.} The memory of earlier, hotter times. Expand $G(s)=1$ to second order in $s$. From \eqref{Gprime}, $G''(0)\to2$ for small $x$, so $1=a+s/(1+x^2)+s^2$ to the order needed. Solving for the linear term,
\begin{align}
s&=(1+x^2)(1-a-s^2)\nonumber\\
&=\frac{x^2}{3}\left[1+x^2-\frac{3x^2}{5}-\frac{x^2}{3}+\cdots\right],
\end{align}
where the leading value $s=x^2/3$ was used in $s^2$. The term $-3x^2/5$ is the suppression in \eqref{small}. The other two come from the finite decay rate, and together they outweigh it by $x^2/15$. In the two-class model a small $r$ keeps these rate terms small. In the gray medium $s\simeq x^2/3$, so they enter at the same order as the suppression itself.

\textit{Q.} And beyond $x=\pi/2$?

\textit{A.} There is no exponential mode. For real $s<1$, $G(s)<\pi/(2x)<1$. A complex $s$ with real part below one fails because the logarithm found above cannot vanish. If the real part is one or more, the real part of $1/(1-s+i\mu x)$ is nowhere positive, so its average cannot be one. What remains is the continuum $s=1+i\mu x$ of phonons flying freely between scatterings, and the decay cannot be summarized by one conductivity.

\textit{Q.} Show me numbers for the case in which $A$ does apply.

\textit{A.} I choose round model parameters: $C_R=1.6\times10^6$ and $C_B=3.2\times10^4\ \mathrm{J\,m^{-3}\,K^{-1}}$, $k_R=60\ \mathrm{W\,m^{-1}\,K^{-1}}$, $v=6000$ m/s and $\Lambda=1\ \mu$m. Then $r=0.02$, $\tau=0.167$ ns, and
\begin{equation}
k_B=\frac{(3.2\times10^4)(6000)(10^{-6})}{3}
=64\ \mathrm{W\,m^{-1}\,K^{-1}}.
\end{equation}
The group holds 2\% as much heat as the reservoir but carries more than half of the bulk conductivity of $124\ \mathrm{W\,m^{-1}\,K^{-1}}$.

For $L=5\ \mu$m, $q=1.2566\times10^6\ \mathrm{m^{-1}}$, so $x=1.257$ and $A=0.5412$. The predicted conductivity is
\begin{equation}
k_R+k_BA=60+64\times0.5412=94.6\ \mathrm{W\,m^{-1}\,K^{-1}}.
\end{equation}
The simple law then gives
\begin{equation}
\frac1\gamma\simeq\frac{1.6\times10^6}{(1.2566\times10^6)^2\times94.64}\ \mathrm{s}
=10.71\ \mathrm{ns}.
\end{equation}
A numerical root of \eqref{dispersion} gives $10.79$ ns. An experimenter who knows the total heat capacity would infer $k_{\rm app}=\gamma(C_R+C_B)/q^2$, which is $95.8\ \mathrm{W\,m^{-1}\,K^{-1}}$ here. The same calculation for four periods gives, with conductivities in $\mathrm{W\,m^{-1}\,K^{-1}}$:
\begin{center}
\begin{tabular}{cccccc}
$L$ ($\mu$m) & $x$ & $A$ & $k_R+k_BA$ & $1/\gamma$ (ns) & $k_{\rm app}$\\
20 & 0.314 & 0.945 & 120.5 & 137.0 & 120.7\\
10 & 0.628 & 0.814 & 112.1 & 36.7 & 112.7\\
5 & 1.257 & 0.541 & 94.6 & 10.79 & 95.8\\
2 & 3.142 & 0.182 & 71.6 & 2.27 & 72.9
\end{tabular}
\end{center}

\textit{Q.} The inferred value is always a little above the prediction. Is that scatter in the numerics?

\textit{A.} It follows from \eqref{better}. Multiplying $\gamma$ by the total heat capacity gives
\begin{equation}
\frac{k_{\rm app}}{k_R+k_BA}-1\simeq\frac{r x^2}{1+x^2},
\end{equation}
to first order in $r$. At $L=2\ \mu$m this is $1.8\%$ of the predicted value, as in the table. Relative to the group's own part the shift is larger by the factor $(k_R+k_BA)/(k_BA)$: the value $(k_{\rm app}-k_R)/k_B=0.202$ exceeds $A=0.182$ by $11\%$. There $\gamma\tau=0.074$, so the decay is still slow compared with scattering. The reservoir is taken as exactly diffusive. For a reservoir speed $v_R=2000$ m/s its mean free path $3k_R/(C_Rv_R)$ would be $56$ nm, or $0.18/q$ at this period, and corrections of order $0.18^2\approx0.03$ would not be clearly smaller than the $1.8\%$. The amplitude \eqref{amplitude} exceeds one by at most $0.7\%$ for these four periods.

\textit{Q.} And if the light is absorbed within, say, $100\ \mu$m?

\textit{A.} For $L=10\ \mu$m, $q\delta=62.8$. The interior loss rate, including the small change of $A$, falls by a fraction $2.3\times10^{-4}$ of its uniform-heating value. There, at depths well beyond the period, the finite heat capacity of the group matters more than the absorption depth. At the surface, and measured by the shift of $k_{\rm app}$ from $k_R+k_BA$, the order is reversed during about the first two decay times, because heat also flows inward. For ordinary diffusion with diffusivity $D$ below an insulating surface, this flow multiplies the surface amplitude by about $1-2\sqrt{Dt/\pi}/\delta$ as long as $\sqrt{Dt}\ll\delta$. After one decay time, $t=1/(q^2D)$, it raises the fading rate by a fraction $1/(\sqrt{\pi}\,q\delta)$, or about $0.9\%$ here. The inferred $k_{\rm app}$ rises by the same fraction, compared with the $0.6\%$ by which the group's heat capacity lifts $k_{\rm app}$ above $k_R+k_BA$. Measured instead against the simple law \eqref{simple}, that heat capacity lowers the rate by $r/(1+x^2)=1.4\%$. A probe that senses only the surface therefore needs weaker absorption than the interior estimate suggests.
